**Marcus capture barrier: crossing, thermal rate and classical limit**

The program examines the classical capture barrier E_b = (λ + ΔE)²/(4λ), where λ is the reorganisation energy and ΔE is the final minimum minus the initial minimum. For λ = 1.5 eV and ΔE = −0.3 eV it finds a capture barrier of 0.24 eV and a reverse barrier of 0.54 eV. It asserts that the crossing point and both barriers agree with root finding on parabolas of several stiffnesses, displacements and driving energies. It also asserts the slope of the barrier with ΔE by finite differences, and the thermal probability density of a zero energy gap by quadrature at 300 K and 400 K. A sum over quantum oscillator overlaps must lie within 8% of the classical result for a phonon energy of 0.01 eV, and its ratio to the classical result must grow with phonon energy. The output gives a classical rate ratio of 8.82 between 400 K and 300 K, and a factor of 4.41 at 300 K when bias lowers ΔE by 0.1 eV. At 300 K the quantum-to-classical ratio rises from 1.045 at 0.01 eV to 4.032 at 0.06 eV.

## Numerical verification

```python
# Result under test: the classical Marcus capture barrier
#   E_b = (lam + dE)^2 / (4 lam)
# for two parabolic energy curves of equal curvature.
#   lam : reorganisation energy (eV)
#   dE  : driving energy, final minimum minus initial minimum (eV)
#   q   : configuration coordinate, minima at q = 0 and q = 1
#   rho : thermal probability density of zero energy gap (1/eV)
# Barriers are found independently by root finding, rho by quadrature,
# and the classical limit is checked with quantum oscillator overlaps.
import numpy as np
from scipy.constants import k as k_joule, e as e_charge
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

KB = k_joule / e_charge  # eV/K


def barrier_formula(lam, dE):
    return (lam + dE) ** 2 / (4 * lam)


def rho_formula(lam, dE, T):
    kT = KB * T
    return np.exp(-barrier_formula(lam, dE) / kT) / np.sqrt(4 * np.pi * lam * kT)


def crossing_numeric(stiffness, shift, dE):
    """Reorganisation energy, scaled crossing, forward and reverse barriers."""
    def initial(x):
        return 0.5 * stiffness * x ** 2

    def final(x):
        return 0.5 * stiffness * (x - shift) ** 2 + dE

    lam = final(0.0) - final(shift)
    xc = brentq(lambda x: final(x) - initial(x), -20 * shift, 20 * shift,
                xtol=1e-13)
    return (lam, xc / shift, initial(xc) - initial(0.0),
            final(xc) - final(shift))


def rho_numeric(lam, dE, T, half_window=1e-3):
    """Boltzmann probability of a small gap, divided by the gap window."""
    kT = KB * T

    def initial(q):
        return lam * q ** 2

    def gap(q):
        return lam * (q - 1) ** 2 + dE - initial(q)

    def weight(q):
        return np.exp(-initial(q) / kT)

    qa = brentq(lambda q: gap(q) - half_window, -5, 5, xtol=1e-14)
    qb = brentq(lambda q: gap(q) + half_window, -5, 5, xtol=1e-14)
    inside = quad(weight, qa, qb, epsabs=0, epsrel=1e-10)[0]
    total = 2 * quad(weight, 0, 12 * np.sqrt(kT / (2 * lam)),
                     epsabs=0, epsrel=1e-10)[0]
    return inside / total / (2 * half_window)


def rho_quantum(lam, dE, T, phonon):
    """Thermal sum of squared overlaps between equal-energy levels."""
    extra = int(round(-dE / phonon))
    assert abs(extra * phonon + dE) < 1e-10
    huang_rhys = lam / phonon
    n_max = int(round(1.0 / phonon))  # initial levels up to 1 eV
    size = int((np.sqrt(n_max + extra) + np.sqrt(huang_rhys)) ** 2) + 120
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    overlap = expm(np.sqrt(huang_rhys) * (lower.T - lower))
    n = np.arange(n_max + 1)
    x = phonon / (KB * T)
    population = np.exp(-n * x) * (1 - np.exp(-x))
    return np.sum(population * overlap[n + extra, n] ** 2) / phonon


lam, dE = 1.5, -0.3
T1, T2 = 300.0, 400.0
bias_shift = -0.1

# Crossing and both barriers, for arbitrary stiffness and displacement.
for stiffness, shift, drive in [(3.0, 1.0, -0.3), (0.75, 2.0, -0.3),
                                (5.0, 0.8, 0.2), (2.0, 1.1, -0.9)]:
    lam_n, qc_n, forward_n, reverse_n = crossing_numeric(stiffness, shift, drive)
    assert abs(qc_n - (lam_n + drive) / (2 * lam_n)) < 1e-9
    assert abs(forward_n - barrier_formula(lam_n, drive)) < 1e-9
    assert abs(reverse_n - (lam_n - drive) ** 2 / (4 * lam_n)) < 1e-9

lam_found, qc, barrier, reverse = crossing_numeric(2 * lam, 1.0, dE)
assert abs(lam_found - lam) < 1e-12
assert abs(barrier - 0.24) < 1e-9  # the value claimed in the exercise

# Sensitivity of the barrier to the driving energy.
step = 1e-4
slope_numeric = (crossing_numeric(2 * lam, 1.0, dE + step)[2]
                 - crossing_numeric(2 * lam, 1.0, dE - step)[2]) / (2 * step)
slope = (1 + dE / lam) / 2
assert abs(slope - slope_numeric) < 1e-7

# Thermal density; the finite gap window causes an error below 1e-4.
for T in (T1, T2):
    for drive in (dE, dE + bias_shift):
        ratio = rho_numeric(lam, drive, T) / rho_formula(lam, drive, T)
        assert abs(ratio - 1) < 2e-4

# Quantum vibrations must approach the classical result as phonons soften.
phonons = (0.01, 0.02, 0.06)
quantum_ratio = [rho_quantum(lam, dE, T1, w) / rho_formula(lam, dE, T1)
                 for w in phonons]
assert abs(quantum_ratio[0] - 1) < 0.08
assert 1 < quantum_ratio[0] < quantum_ratio[1] < quantum_ratio[2]

barrier_biased = crossing_numeric(2 * lam, 1.0, dE + bias_shift)[2]
rate_T = rho_formula(lam, dE, T2) / rho_formula(lam, dE, T1)
rate_bias = rho_formula(lam, dE + bias_shift, T1) / rho_formula(lam, dE, T1)

print(f"reorganisation energy: {lam:.2f} eV")
print(f"driving energy: {dE:.2f} eV")
print(f"vertical gap at initial minimum: {lam + dE:.2f} eV")
print(f"crossing coordinate: {qc:.3f} (dimensionless)")
print(f"capture barrier: {barrier:.4f} eV")
print(f"reverse barrier: {reverse:.4f} eV")
print(f"reverse minus capture barrier: {reverse - barrier:.4f} eV")
print(f"lower temperature: {T1:.0f} K")
print(f"higher temperature: {T2:.0f} K")
print(f"thermal energy at {T1:.0f} K: {KB * T1:.5f} eV")
print(f"thermal energy at {T2:.0f} K: {KB * T2:.5f} eV")
print(f"barrier / thermal energy at {T1:.0f} K: {barrier / (KB * T1):.3f}")
print(f"Boltzmann factor at {T1:.0f} K: {np.exp(-barrier / (KB * T1)):.3e}")
print(f"Boltzmann factor at {T2:.0f} K: {np.exp(-barrier / (KB * T2)):.3e}")
print(f"zero-gap density at {T1:.0f} K: {rho_formula(lam, dE, T1):.3e} 1/eV")
print(f"zero-gap density at {T2:.0f} K: {rho_formula(lam, dE, T2):.3e} 1/eV")
print(f"classical rate ratio {T2:.0f} K / {T1:.0f} K: {rate_T:.2f}")
print(f"barrier slope with driving energy: {slope:.3f} (dimensionless)")
print(f"bias shift of driving energy: {bias_shift:.2f} eV")
print(f"driving energy after bias shift: {dE + bias_shift:.2f} eV")
print(f"linear estimate of barrier change: {slope * bias_shift:.4f} eV")
print(f"full barrier change: {barrier_biased - barrier:.4f} eV")
print(f"barrier after bias shift: {barrier_biased:.4f} eV")
print(f"classical rate ratio biased / unbiased at {T1:.0f} K: {rate_bias:.2f}")
for w, r in zip(phonons, quantum_ratio):
    print(f"quantum/classical rate at {T1:.0f} K, phonon {w:.2f} eV: {r:.3f}")
print("tests ok")
```

Running it gives:

```
reorganisation energy: 1.50 eV
driving energy: -0.30 eV
vertical gap at initial minimum: 1.20 eV
crossing coordinate: 0.400 (dimensionless)
capture barrier: 0.2400 eV
reverse barrier: 0.5400 eV
reverse minus capture barrier: 0.3000 eV
lower temperature: 300 K
higher temperature: 400 K
thermal energy at 300 K: 0.02585 eV
thermal energy at 400 K: 0.03447 eV
barrier / thermal energy at 300 K: 9.284
Boltzmann factor at 300 K: 9.293e-05
Boltzmann factor at 400 K: 9.465e-04
zero-gap density at 300 K: 1.331e-04 1/eV
zero-gap density at 400 K: 1.174e-03 1/eV
classical rate ratio 400 K / 300 K: 8.82
barrier slope with driving energy: 0.400 (dimensionless)
bias shift of driving energy: -0.10 eV
driving energy after bias shift: -0.40 eV
linear estimate of barrier change: -0.0400 eV
full barrier change: -0.0383 eV
barrier after bias shift: 0.2017 eV
classical rate ratio biased / unbiased at 300 K: 4.41
quantum/classical rate at 300 K, phonon 0.01 eV: 1.045
quantum/classical rate at 300 K, phonon 0.02 eV: 1.192
quantum/classical rate at 300 K, phonon 0.06 eV: 4.032
tests ok
```
